# Silane and disilane pressures by non-negative least squares, with error bounds

## Result

A mass spectrometer records ion currents \(I_i\), with the blank subtracted, on \(m\) mass lines. Silane (gas 1) and disilane (gas 2) at partial pressures \(p_j\ge 0\) give

\[
I_i=\sum_{j=1}^{2}A_{ij}p_j+\text{noise}_i .
\]

Here \(A\) is the cracking matrix, in pA/µTorr. The noise is Gaussian, independent between lines, with known standard deviation \(s_i\). Calibration with the pure gases supplies an estimate \(\hat A\). Define

\[
d_i=I_i/s_i,\qquad C_{ij}=\hat A_{ij}/s_i,\qquad L_j=|c_j|,\qquad c=\frac{c_1\cdot c_2}{L_1L_2},
\]

where \(c_j\) is column \(j\) of \(C\), and \(0\le c<1\) is assumed. The estimate \(\hat p\) minimises \(|Cp-d|\) over \(p\ge0\). With \(x_j=L_jp_j\) and

\[
\kappa=\sqrt{\frac{1+c}{1-c}},\qquad M=\frac12\left(\kappa+\frac1\kappa\right),
\]

its errors obey

\[
\frac{|\hat x-x|}{|x|}\le\kappa\,\frac{|Pf|}{|Cp|},\qquad
|\hat p_j-p_j|\le\frac{M\,|Pf|}{L_j},\qquad f=d-Cp. \tag{1}
\]

Here \(p\) is the true pressure vector, not zero in the first bound, and \(P\) projects onto the plane spanned by the columns of \(C\). Both bounds hold whether or not a pressure has been set to zero. They use the calibrated matrix, and \(f\) contains its error as well as the noise.

## Scaling and the condition number

Dividing each row by \(s_i\) gives every line unit noise. Dividing each column by \(L_j\) gives a matrix \(B\) with unit columns \(b_j\), and \(Cp=Bx\). The number \(x_j\) is the signal-to-noise ratio of gas \(j\) measured alone. The Gram matrix is

\[
G=B^TB=\begin{pmatrix}1&c\\c&1\end{pmatrix}.
\]

Its eigenvectors are \((1,1)\) and \((1,-1)\), with eigenvalues \(1+c\) and \(1-c\). The singular values of \(B\) are their square roots, and their ratio is \(\kappa\). Moreover,

\[
\kappa+\frac1\kappa=\frac{(1+c)+(1-c)}{\sqrt{(1-c)(1+c)}}=\frac{2}{\sqrt{1-c^2}},
\qquad M=\frac1{\sqrt{1-c^2}} .
\]

For disjoint patterns \(c=0\) and \(\kappa=M=1\). As the patterns become parallel, both diverge and \(M\to\kappa/2\).

The column scaling matters because an unscaled condition number also measures unequal sensitivities. For columns of lengths \(a\) and \(b\) with the same cosine, the Gram matrix has trace \(a^2+b^2\) and determinant \(a^2b^2(1-c^2)\). If \(k\) is the condition number, \(k^2\) is the ratio of the eigenvalues, so

\[
k^2+2+\frac1{k^2}=\frac{(\text{trace})^2}{\text{determinant}}
=\frac{(a/b+b/a)^2}{1-c^2}\ge\frac4{1-c^2}.
\]

The left side increases with \(k\) for \(k\ge1\), and equality holds at \(a=b\). Equal lengths therefore give the smallest condition number. Since \(c\) depends on the selected lines and their noise, \(\kappa\) belongs to the measurement, not to the two gases alone.

## The non-negative solution

Let \(h=B^Td\). Without the constraint, \(Gx=h\), so

\[
x_1^{f}=\frac{h_1-ch_2}{1-c^2},\qquad x_2^{f}=\frac{h_2-ch_1}{1-c^2}. \tag{2}
\]

If neither is negative, this is the answer. Otherwise, consider \(F(x)=\frac12|Bx-d|^2\) with gradient \(g=Gx-h\). Suppose that \(\hat x\ge0\), \(g(\hat x)\ge0\) and \(\hat x_jg_j=0\) for each \(j\). For every \(y\ge0\),

\[
F(y)-F(\hat x)=g\cdot(y-\hat x)+\tfrac12|B(y-\hat x)|^2
=g\cdot y+\tfrac12|B(y-\hat x)|^2\ge0 .
\]

Equality requires \(y=\hat x\), because \(c<1\) makes the columns independent. These conditions thus identify the unique minimum.

If \(x_2^f<0\), then \(h_2<ch_1\) by (2). There are two cases.

- If \(h_1>0\), take \(\hat x=(h_1,0)\). Then \(g_1=0\) and \(g_2=ch_1-h_2>0\).
- If \(h_1\le0\), take \(\hat x=(0,0)\). Then \(g_1=-h_1\ge0\). Since \(c\ge0\), \(h_2<ch_1\le0\), so \(g_2=-h_2>0\).

Both cases are covered by \(\hat x=(\max(0,h_1),0)\). Exchanging the labels treats \(x_1^f<0\).

```
calibrate:
  for each line i and gas j: C[i,j] = Ahat[i,j] / s[i]
  L[j] = length(C[:,j]);  B[:,j] = C[:,j] / L[j]
  c = dot(B[:,1], B[:,2])
  require 0 <= c < 1
  kappa = sqrt((1+c)/(1-c));  M = (kappa + 1/kappa)/2

for each reading I:
  d[i] = I[i] / s[i];  h = transpose(B) d
  x1 = (h1 - c*h2)/(1-c*c);  x2 = (h2 - c*h1)/(1-c*c)
  if x2 < 0:       x = (max(0,h1), 0)
  else if x1 < 0:  x = (0, max(0,h2))
  else:            x = (x1, x2)
  p[j] = x[j] / L[j]
  store p, the unconstrained x1/L1 and x2/L2, and the residual
```

A reading costs \(m\) divisions for \(d\), about \(2m\) multiplications for \(h\) and about \(2m\) more for the residual, plus a fixed number of operations. Calibration noise can make \(c\) slightly negative when the patterns hardly overlap. The branch rule can then fail, and a general non-negative solver should be used. In \(\kappa\), \(c\) must be replaced by \(|c|\); \(M=1/\sqrt{1-c^2}\) is unchanged.

## Why the constraint does not spoil the bound

Let \(u=Bx\) be the true signal expressed with the calibrated matrix, and \(\hat u=B\hat x\) the fitted one. Since \(B^T(d-\hat u)=-g\) and \(g\cdot\hat x=0\),

\[
(d-\hat u)\cdot(u-\hat u)=-g\cdot(x-\hat x)=-g\cdot x\le0 .
\]

The last step uses the fact that true pressures are non-negative. Insert \(d=u+f\):

\[
|u-\hat u|^2+f\cdot(u-\hat u)\le0 .
\]

The vector \(\hat u-u\) lies in the column plane, so \(f\) may be replaced by \(Pf\):

\[
|\hat u-u|^2\le Pf\cdot(\hat u-u)\le|Pf|\,|\hat u-u| ,
\qquad\text{hence}\qquad |B(\hat x-x)|\le|Pf|. \tag{3}
\]

Write \(v=\hat x-x\). The smallest eigenvalue of \(G\) gives \(|Bv|\ge\sqrt{1-c}\,|v|\), and the largest gives \(|Bx|\le\sqrt{1+c}\,|x|\). Therefore

\[
\frac{|v|}{|x|}\le\frac{|Pf|}{\sqrt{1-c}\,|x|}
\le\sqrt{\frac{1+c}{1-c}}\,\frac{|Pf|}{|Bx|},
\]

which is the first bound in (1). For one gas, complete the square:

\[
|Bv|^2=v_1^2+2cv_1v_2+v_2^2=(v_1+cv_2)^2+(1-c^2)v_2^2\ge(1-c^2)v_2^2 .
\]

Thus \(|v_2|\le M|Pf|\), and likewise for \(v_1\). Division by \(L_j\) gives the second bound.

Neither constant can be lowered. Take \(x=(a,a)\) with \(a>0\), and a small \(f\) along \(b_1-b_2\). The fit stays positive, the signal has the largest gain and the error the smallest, so the first bound is attained. For disilane the second is attained by a small \(f\) along \(b_2-cb_1\), which gives \(v\) proportional to \((-c,1)\): false disilane replaces silane.

For more than two gases, (3) still holds if the columns are independent. The factor \(M\) for gas \(j\) must then be replaced by \(\sqrt{(G^{-1})_{jj}}\).

## Noise and calibration errors

With a perfect matrix, \(f=e\), a vector of independent unit Gaussians. The unconstrained error is \(G^{-1}B^Te\), whose covariance is \(G^{-1}(B^TB)G^{-1}=G^{-1}\). Both diagonal elements equal \(M^2\), so

\[
\sigma_j=M/L_j . \tag{4}
\]

A gas fitted alone has standard deviation \(1/L_j\). In the unconstrained fit \(M\) is therefore the noise amplification due to overlap.

The projection \(Pe\) has two independent unit Gaussian components. In polar coordinates the probability of \(|Pe|>r\) is \(\int_r^\infty\rho e^{-\rho^2/2}d\rho=e^{-r^2/2}\). Setting it to 0.05 gives \(r=\sqrt{-2\ln0.05}=2.448\). With at least 95 % probability, both pressure errors lie within \(2.448\,\sigma_j\).

If the matrix is imperfect,

\[
f=d-Cp=e-(C-C_{\rm true})p .
\]

No expansion in the matrix error has been made. Suppose that each column is the mean of \(K\) independent readings at pressure \(p_{\rm ref}\). Each element of \(C\) then has standard deviation \(1/(\sqrt K\,p_{\rm ref})\). Adding variances multiplies the error by

\[
\sqrt{1+\frac{p_1^2+p_2^2}{K p_{\rm ref}^2}}
\]

to leading order, when \(\sigma_j\ll\sqrt K\,p_{\rm ref}\), so that calibration noise hardly changes \(B\) itself. This factor describes the spread over repeated calibrations. If one calibration is kept, its share of the unconstrained error is the same in every reading at the same pressures, and averaging the unconstrained results does not remove it.

A wrong reference pressure acts differently. If column \(j\) is too large by a factor \(r_j>0\), the fit depends on \(r_jp_j\), which has the same non-negative range as \(p_j\). The result is \(\hat p_j/r_j\): the error is not amplified and does not enter the other gas. Errors in the shape of a pattern can be amplified by \(M\).

## Example: short and full scans

The setting is an analyser on a silicon gas-source epitaxy chamber, with 0.40 µTorr silane and 0.10 µTorr disilane. The noise is 0.10 pA on every line. A simulated calibration, 25 readings of each pure gas at 1.0 µTorr, gives the following values, followed by one simulated mixture reading.

| m/z | silane, pA/µTorr | disilane, pA/µTorr | mixture, pA |
|---:|---:|---:|---:|
| 29 | 30.02 | 19.99 | 14.14 |
| 30 | 100.03 | 19.99 | 41.92 |
| 31 | 80.02 | 24.98 | 34.58 |
| 32 | 7.99 | 2.01 | 3.45 |
| 58 | −0.02 | 44.98 | 4.53 |
| 60 | −0.02 | 99.99 | 10.11 |
| 62 | −0.03 | 40.01 | 3.91 |

The short scan uses m/z 29–32. Its column lengths are 1318.1 and 377.8 per µTorr, and \(c=0.9266\). Hence \(\kappa=5.125\) and \(M=(5.125+0.195)/2=2.660\). From (4), \(\sigma_2=2.660/377.8=0.0070\) µTorr, or 7 % of the disilane pressure; \(\sigma_1=0.0020\) µTorr.

For the tabulated reading, \(h_1\approx562.35\) and \(h_2\approx527.12\). Equation (2) gives

\[
x_2\approx\frac{527.12-0.9266\times562.35}{1-0.9266^2}\approx\frac{6.05}{0.141}\approx43 ,
\]

so \(p_2\approx0.11\) µTorr. The small difference of large numbers shows where the amplification arises. Even the rounding of \(c\) to four digits shows: unrounded arithmetic gives \(x_2=42.3\) and pressures of 0.3969 and 0.1121 µTorr, while the two-decimal table gives \(c=0.9267\) and \(x_2=42.4\). The disilane error is 0.0121 µTorr. For this reading \(|Pf|=1.716\), and the bound is \(1.716\times0.00704=0.0121\) µTorr: the draw happens to lie close to the worst direction.

The 95 % bound on disilane is \(2.448\times0.00704=0.017\) µTorr, 17 % of its pressure. The condition-number bound on the whole vector is \(5.125\times2.448/562.4=2.2\,\%\), where 562.4 is \(|Cp|\). The second percentage is much smaller than the first because silane dominates \(|x|\). A small relative error of the vector does not imply a small relative error of the minor gas, so the second bound in (1), not the first, is the one that matters for disilane. It covers both gases at once and is conservative: for disilane alone, while the constraint does not act, 95 % of the errors lie within \(1.96\,\sigma_2=0.014\) µTorr. Calibration noise raises these errors by a factor of 1.0034, which is negligible here.

The full scan adds m/z 58, 60 and 62. It has \(c=0.285\), \(\kappa=1.34\), \(M=1.043\) and \(L_2=1226.7\) per µTorr. The disilane standard deviation falls to 0.00085 µTorr, by a factor

\[
\frac{2.660}{1.043}\times\frac{1226.7}{377.8}=2.55\times3.25=8.3 .
\]

The first factor comes from reduced overlap, the second from more disilane signal. This comparison holds the noise per line fixed. If instead the total measuring time is fixed and the noise is white, seven lines in place of four raise the noise by \(\sqrt{7/4}=1.32\), and the gain is about 6.3.

## Bias when disilane is absent

Let the matrix be perfect and \(p_2=0\), with silane far above its noise. Then \(\hat p_2=\max(0,z)\), where \(z\) is Gaussian with mean zero and standard deviation \(\sigma_2\). Its mean and mean square are

\[
\int_0^\infty\frac{z\,e^{-z^2/2\sigma_2^2}}{\sqrt{2\pi}\,\sigma_2}\,dz=\frac{\sigma_2}{\sqrt{2\pi}},
\qquad \langle\hat p_2^2\rangle=\frac{\sigma_2^2}{2}.
\]

While silane is positive, \(g_1=0\), so \(\hat x_1+c\hat x_2=h_1\). The mean of \(h_1\) is \(x_1\), because \(x_2=0\). The silane bias is therefore \(-(cL_2/L_1)\) times the disilane bias.

For the short scan with the perfect matrix and 0.4 µTorr silane, the formulas give biases of +0.00281 µTorr for disilane and −0.00075 µTorr for silane. In 20,000 simulated readings the means were +0.00283 and −0.00075 µTorr. Disilane was set to zero in 49.8 % of them, and both errors lay inside the 95 % bounds in 98.9 %. The excess over 95 % is permitted, since \(|Pe|\le2.448\) is sufficient for the bounds but not necessary.

In one such reading, fitted with the calibrated matrix, the unconstrained pressures were 0.39889 and −0.00203 µTorr; the constrained ones were 0.39836 and zero. Averaging many constrained results leaves the bias in place. Average the currents first, or average the stored unconstrained pressures, and apply the constraint last. Use the branch rule for this rather than clipping: when disilane is set to zero, silane is refitted from \(h_1=x_1^f+cx_2^f\). For \(N\) independent readings at steady pressures, with disilane absent and a perfect matrix, the bias then falls as \(1/\sqrt N\). With one retained, imperfect calibration it tends instead to the disilane offset caused by the calibration error if that offset is positive, and to zero if it is negative.

## Stability and failure modes

Equation (2) uses \(G^{-1}\), whose norm is \(1/(1-c)=(\kappa^2+1)/2\). Rounding errors can thus grow as \(\kappa^2\), whereas measurement noise grows as \(\kappa\). At \(\kappa\approx5\) the rounding factor is about 14, harmless in double precision. For nearly parallel columns an orthogonal factorisation is preferable, but it cannot restore information lost in the noise.

Model errors are more serious. The following disilane biases, in µTorr, are for the example mixture without noise, fitted with the undisturbed matrix.

| Change after calibration | short | full |
|---|---:|---:|
| 2 % of silane line 31 moves to 29 | +0.0263 | +0.0004 |
| transmission loss, 5 % at m/z 60 | +0.0003 | −0.0049 |
| 2 % more disilane becomes silane | −0.0020 | −0.0020 |
| air leak, 0.01 µTorr nitrogen | +0.0003 | 0.0000 |

The first row moves \(0.02\times80\times0.4=0.64\) pA between two lines. In the short scan this changes \(h_1\) by \(-2.43\) and \(h_2\) by \(-0.85\), so \(x_2\) changes by \((-0.85+0.9266\times2.43)/0.141\approx10\). That is 26 % of the disilane pressure and 3.7 times the random standard deviation; averaging does not remove it. For disilane the full scan largely removes this weakness, although silane is still shifted by −0.0019 µTorr, about 2.5 of its standard deviations. The full scan also needs stable transmission between the two mass groups. The loss in the second row is linear in mass and zero at m/z 30. In the full scan its bias is 4.9 % of the disilane pressure, nearly six standard deviations.

Line 28 is omitted because nitrogen appears there. The assumed leak adds 1.0 pA at m/z 28, 0.007 pA at 29 and 0.25 pA at 32. Including line 28 in the short scan raises the disilane bias from 0.0003 to 0.034 µTorr.

The residual \(d-C\hat p\) gives partial protection. In an unconstrained fit it equals \((1-P)f\), and with a correct model its squared length is chi-squared with \(m-2\) degrees of freedom. The harmful part \(Pf\) is invisible to it. The drift in the first row adds about 62 to the squared residual of the short scan, far above the 95 % limit of 6.0, and is easily seen; the transmission loss adds only 0.9 in the full scan, where the limit is 11.1, and passes unnoticed. In particular, a scale error or a conversion of disilane into silane leaves a signal made of the same two columns, and no residual reveals it.

## Relation to a real analyser

The sensitivities are rough, round values for electron-impact ionisation and a Faraday collector; a strong line of order 100 pA/µTorr, or \(10^{-4}\) A/Torr, is a typical magnitude. The cracking patterns are also rough and must be replaced by a calibration on the instrument itself. The example figures depend on them: changing each disilane line at random by up to ±30 % spreads the short-scan \(M\) over about 1.9 to 4 and the gain of 8.3 over about 5 to 14 (central 90 % of cases). Real sources break the assumption of a fixed matrix, since the pattern depends on electron energy and source condition; the table shows how far the stated drifts move disilane. A 5 % rise in silane sensitivity adds 0.020 µTorr to silane and nothing to disilane. Shot noise at 42 pA, averaged for 1 s, is 0.0026 pA, small beside the assumed 0.10 pA. Noise added by an electron multiplier is not included, nor is noise proportional to the signal: independent fluctuations of 0.5 % on each line, included in \(s_i\), raise the short-scan disilane standard deviation from 0.0070 to 0.010 µTorr. Higher silanes are also left out: an omitted gas adds its weighted pattern times its pressure to \(f\), and (1) then bounds the damage. The pressures are those at the analyser; a reactor at higher pressure also needs a calibrated sampling inlet. The numerical output below lists the remaining values.

## Table of computed values

```
silane, disilane set: 0.40, 0.10 uTorr
noise per line: 0.10 pA
calibration: 25 readings at 1.0 uTorr
m/z: true silane, disilane | calibrated (pA/uTorr) | mixture (pA)
28: 30, 25 | 30.02, 25.02 | 14.42
29: 30, 20 | 30.02, 19.99 | 14.14
30: 100, 20 | 100.03, 19.99 | 41.92
31: 80, 25 | 80.02, 24.98 | 34.58
32: 8, 2 | 7.99, 2.01 | 3.45
58: 0, 45 | -0.02, 44.98 | 4.53
60: 0, 100 | -0.02, 99.99 | 10.11
62: 0, 40 | -0.03, 40.01 | 3.91
error factor from calibration noise: 1.0034
95% radius of projected noise: 2.448
short scan: cosine 0.9266, kappa 5.125, M 2.660
  column lengths L: 1318.1, 377.8 per uTorr
  std if alone: 0.00076, 0.00265 uTorr
  std in mixture: 0.00202, 0.00704 uTorr
  95% bounds: 0.00494, 0.01724 uTorr
  signal length |Cp|: 562.4; 95% relative bound on x: 2.23 %
  fitted pressures: 0.39687, 0.11206 uTorr
  |Pf| of this reading: 1.716
full scan: cosine 0.2851, kappa 1.341, M 1.043
  column lengths L: 1318.1, 1226.7 per uTorr
  std if alone: 0.00076, 0.00082 uTorr
  std in mixture: 0.00079, 0.00085 uTorr
  95% bounds: 0.00194, 0.00208 uTorr
  signal length |Cp|: 574.4; 95% relative bound on x: 0.57 %
  fitted pressures: 0.39981, 0.10097 uTorr
  |Pf| of this reading: 1.148
no disilane, short scan, one reading (m/z 29-32): 11.91, 39.84, 31.91, 3.15 pA
  unconstrained: 0.39889, -0.00203 uTorr
  non-negative: 0.39836, 0.00000 uTorr
no disilane, true matrix, 20000 draws:
  disilane bias: sampled 0.00283, formula 0.00281 uTorr
  silane bias: sampled -0.00075, formula -0.00075 uTorr
  disilane rms error: sampled 0.00500, formula 0.00498 uTorr
  disilane set to zero: 49.8 %; inside 95% bounds: 98.9 %
biases (silane, disilane) in uTorr: short scan | full scan
  air leak, 0.01 uTorr N2: +0.00006, +0.00026 | +0.00013, +0.00000
  2% of silane m/z 31 moved to 29: -0.00883, +0.02628 | -0.00194, +0.00038
  5% transmission loss at m/z 60: -0.00032, +0.00033 | +0.00108, -0.00491
  2% more disilane turned to silane: +0.00200, -0.00200 | +0.00200, -0.00200
  5% silane scale error: +0.02000, +0.00000 | +0.02000, +0.00000
  same air leak, short scan plus m/z 28: -0.00819, +0.03388
shot noise at 42.0 pA, 1 s average: 0.0026 pA
```
